\section*{Inverting the Paschen relation with the two real Lambert W branches, part 2}

A gas at pressure $p$ fills the gap $d$ between two plane electrodes with voltage $V$ across them. The problem is to find the products $x=pd$ at which it breaks down. The field $E=V/d$ is uniform before breakdown, and the gas temperature is fixed. Products are in Torr cm, $A$ in $1/(\mathrm{cm\,Torr})$ and $B$ in $\mathrm{V/(cm\,Torr)}$.

One drifting electron makes $\alpha=Ap\,e^{-Bp/E}$ ionizations per unit length. Each ion reaching the cathode releases $\gamma$ electrons on average, and $L=\ln(1+1/\gamma)$. The constants $A$, $B$ and $\gamma$ are positive. One electron leaving the cathode is followed by $M=\gamma(e^{\alpha d}-1)$ in the next generation. The boundary of breakdown, $M=1$, is $\alpha d=L$, or
\begin{equation}
A x\,e^{-Bx/V}=L .
\label{eq:cond}
\end{equation}
The lowest breakdown voltage and its product are
\begin{equation}
V_{\min}=\frac{eBL}{A},\qquad
x_{\min}=\frac{V_{\min}}{B}=\frac{eL}{A}.
\label{eq:min}
\end{equation}
For $V>V_{\min}$ there are two products,
\begin{equation}
\boxed{\;x_k=-\frac{V}{B}\,W_k\!\left(-\frac{V_{\min}}{eV}\right),
\qquad k=0,\,-1\;}
\label{eq:result}
\end{equation}
where $W_0$ and $W_{-1}$ are the real branches of the Lambert function, defined by $We^W=\zeta$. The low side is $x_0<x_{\min}$, and the high side is $x_{-1}>x_{\min}$. Between them $M>1$; outside them $M<1$. Growth is strongest at $x=V/B$:
\begin{equation}
(\alpha d)_{\max}=\frac{AV}{eB}=L\,\frac{V}{V_{\min}} .
\label{eq:peak}
\end{equation}
The products also satisfy
\begin{equation}
x_k=\frac LA\,e^{Bx_k/V}=\frac LA\,e^{-W_k},
\label{eq:expform}
\end{equation}
\begin{equation}
V=B\,\frac{x_{-1}-x_0}{\ln(x_{-1}/x_0)} ,
\label{eq:logmean}
\end{equation}
where the last fraction is their logarithmic mean.

Below, $w=Bx/V=-W_k$ is less than 1 on the low side and greater than 1 on the high side, and $s=E/p=V/x$ is the reduced field.

If $\gamma$ depends on $s$, there can be more than two products. The computed values at the end include a made-up example of this:
\begin{equation}
\gamma(s)=0.001+\frac{0.3-0.001}{1+(s_m/s)^{20}},\qquad
s_m=500~\mathrm{V/(cm\,Torr)} .
\end{equation}

\subsection{Evaluation without a Lambert routine}

Divide the condition by $L$, insert $x=wV/B$ and take the logarithm:
\begin{equation}
\ln\frac{AV}{BL}+\ln w-w=0 .
\end{equation}
With $AV/(BL)=eV/V_{\min}$ this reads
\begin{equation}
h(w)=w-\ln w-\ell=0,\qquad
\ell=\ln\frac{AV}{BL}=1+\ln\frac{V}{V_{\min}} .
\label{eq:h}
\end{equation}
Newton's method subtracts $h/h'$, with $h'=1-1/w=(w-1)/w$:
\begin{align}
w_{\rm new}&=w-\frac{w\,(w-\ln w-\ell)}{w-1}\nonumber\\
&=\frac{w\,(\ln w+\ell-1)}{w-1}.
\label{eq:newton}
\end{align}
Safe starting values are
\begin{equation}
w=e^{-\ell}\ \text{(low side)},\qquad
w=2\ell\ \text{(high side)} .
\end{equation}
At the first, $h=e^{-\ell}+\ell-\ell=e^{-\ell}>0$. At the second, $h=\ell-\ln(2\ell)$, whose smallest value for $\ell\ge1$ is $1-\ln2>0$, reached at $\ell=1$. Both starts therefore lie outside the interval between the roots, where $h$ is negative.

Convergence follows from $h''=1/w^2>0$. A convex curve lies above its tangents. The tangent drawn at a point outside the roots is thus at or below zero at the nearer root, and it crosses zero between the starting point and that root. Each step moves towards the root without passing it. For $V=V_{\min}$ both roots merge at $w=1$, where the denominator of \eqref{eq:newton} vanishes and the iteration converges only linearly, roughly halving the error per step; code should return $x_{\min}$ there and report no solution for $V<V_{\min}$.

\subsection{Close to the minimum and far above it}

Let $V=V_{\min}(1+\delta)$ with $0<\delta\ll1$, and write $w=1+\eta$. Expanding the logarithms in \eqref{eq:h} gives
\begin{equation}
w-\ln w=1+\frac{\eta^2}{2}+O(\eta^3),\qquad
\ell=1+\delta+O(\delta^2),
\end{equation}
so $\eta\approx\mp\sqrt{2\delta}$. Since $V/B=x_{\min}(1+\delta)$,
\begin{equation}
x=\frac VB\,w=x_{\min}(1+\delta)(1+\eta)
\approx x_{\min}\left(1\mp\sqrt{2\delta}\right).
\label{eq:near}
\end{equation}
The upper sign is the low side. Terms of order $\delta$ have been dropped. They come from the factor $1+\delta$ and from the next term of $\eta$, which is $2\delta/3$, and together they add $5\delta/3$ inside the bracket on both sides. The square root means that a small overvoltage opens a wide range of products. It also limits numerical accuracy: a relative rounding error $\varepsilon$ in $V/V_{\min}$ changes $\eta$ by about $\varepsilon/\eta$, because $\eta\,d\eta\approx d\delta$.

At high voltage, $\ell$ is large. On the low side $w$ is small, and \eqref{eq:h}, written as $w=e^{-\ell}e^{w}$, gives $w\approx e^{-\ell}=BL/(AV)$. From $x=(L/A)e^{w}$,
\begin{equation}
x_0\approx\frac LA\left(1+\frac{BL}{AV}\right).
\end{equation}
The low product approaches $L/A$ from above. On the high side, $w=\ell+\ln w$; replacing $w$ by $\ell$ inside the logarithm gives
\begin{equation}
x_{-1}\approx\frac VB\left(\ell+\ln\ell\right).
\label{eq:far}
\end{equation}
The omitted term in the bracket is $\ln(w/\ell)$, about $\ln\ell/\ell$, which falls slowly. These are limits of the model equation. They need not describe a gas, because $\alpha$ may leave the range in which $A$ and $B$ were fitted.

\subsection{Sensitivity to voltage and data}

Differentiate $\ln x-Bx/V=\ln L-\ln A$, letting all quantities vary, and use $w=Bx/V$:
\begin{equation}
d\ln x-w\,(d\ln B+d\ln x-d\ln V)=d\ln L-d\ln A .
\end{equation}
Collecting $d\ln x$ on the left gives
\begin{equation}
(1-w)\,d\ln x=d\ln L-d\ln A+w\,(d\ln B-d\ln V).
\label{eq:sens}
\end{equation}
In particular,
\begin{equation}
\frac{\partial\ln x}{\partial\ln V}=-\frac{w}{1-w}=\frac{W}{1+W},
\qquad
\frac{\partial\ln x}{\partial\ln L}=\frac{1}{1-w}=\frac{1}{1+W}.
\end{equation}
Each derivative is taken with the other parameters fixed. Raising $V$ lowers $x_0$ and raises $x_{-1}$; raising $L$, which means a poorer emitter, does the opposite. All these derivatives diverge at the minimum, where $w=1$, so linear error estimates fail there.

\subsection{Argon at 225 V across half a centimetre}

Take argon between parallel metal plates, with rough typical values
\begin{equation}
A=12~\frac{1}{\mathrm{cm\,Torr}},\quad
B=180~\frac{\mathrm V}{\mathrm{cm\,Torr}},\quad
\gamma=0.01,
\end{equation}
and $d=0.5$ cm, $V=225$ V. The cathode number is $L=\ln 101=4.615$, so
\begin{align}
\frac LA&=\frac{4.615}{12}=0.3846~\mathrm{Torr\,cm},\nonumber\\
x_{\min}&=e\times0.3846=1.045~\mathrm{Torr\,cm},\\
V_{\min}&=180\times1.0454=188.2~\mathrm V.\nonumber
\end{align}
The voltage is 1.196 times the minimum, and the Lambert argument is $-1/(e\times1.1957)=-0.3077$. The branches give $W_0=-0.5149$ and $W_{-1}=-1.7225$. With $V/B=225/180=1.25$ Torr cm,
\begin{align}
x_0&=1.25\times0.5149=0.644~\mathrm{Torr\,cm},\nonumber\\
x_{-1}&=1.25\times1.7225=2.153~\mathrm{Torr\,cm}.
\end{align}
Dividing by 0.5 cm gives pressures of 1.29 and 4.31 Torr, or about 170 and 570 Pa. The digits serve to follow the arithmetic; the gas data do not justify more than one or two.

The logarithmic mean checks the pair against $V$ and $B$, though not against $L/A$:
\begin{equation}
180\times\frac{2.1531-0.6436}{\ln(2.1531/0.6436)}
=180\times1.250=225~\mathrm V .
\end{equation}
At $x=V/B$ the growth exponent is $\alpha d=4.615\times1.1957=5.518$, and $M=0.01\,(e^{5.518}-1)=2.48$. At half the low product $M=0.19$, and at twice the high product $M=0.042$. These values agree with the derived result that breakdown is confined to the interval between the products.

The reduced fields are $225/0.6436=350$ and $225/2.1531=105$ V/(cm Torr). Both lie in the rough range of the fit, 100 to 600 V/(cm Torr), though the second is near its edge. Setting $s=E/p=100$ V/(cm Torr) in $V=s(L/A)e^{B/s}$ gives $100\times0.3846\times e^{1.8}=233$ V. Above that voltage the high product lies outside the range for this cathode. The low product leaves it at $600\times0.3846\times e^{0.3}=311$ V. The larger voltages in the numerical output illustrate the equation and are not predictions for argon.

\subsection{Effects left out, sized for this gap}

\paragraph{Cathode yield.}
Halving $\gamma$ to 0.005 raises $V_{\min}$ to 216 V and moves the products to 0.93 and 1.64 Torr cm. Doubling it to 0.02 moves them to 0.48 and 2.58 Torr cm. Relative to the original values, the low product changes by $+45\%$ or $-25\%$, and the high one by $-24\%$ or $+20\%$. The linear estimate is too small for the first change: $L$ grows by the factor $216.24/188.18=1.149$, and the low-side derivative 2.061 gives a factor $1.149^{2.061}=1.33$ instead of 1.45. Since the largest feedback factor is 2.48 at $\gamma=0.01$ and is proportional to $\gamma$, breakdown at 225 V disappears altogether below $\gamma=0.01/2.48=0.0040$.

\paragraph{Distance before the first ionization.}
An electron released at rest must fall through at least the ionization threshold $V_i$, roughly 16 V for argon, before it can ionize. It covers at least the fraction $V_i/V=0.071$ of the gap in doing so, and more if it loses energy in collisions on the way. A simple estimate shortens the growth length to $d(1-V_i/V)$, so the condition becomes
\begin{equation}
Ax\,e^{-Bx/V}=\frac{L}{1-V_i/V}.
\end{equation}
At fixed $V$ this is the original equation with a larger $L$. Solutions exist if $V\ge V_{\min}/(1-V_i/V)$. Multiplying by the positive factor $1-V_i/V$ gives
\begin{equation}
V\ge V_{\min}+V_i .
\end{equation}
In this estimate the threshold rises to 204 V, and the products at 225 V become 0.76 and 1.91 Torr cm, shifts of $+18\%$ and $-11\%$. With $\gamma$ halved as well, the estimated threshold is $216+16=232$ V, above the applied 225 V. The estimate gives the rough size of the shift and is not a bound in either direction. The effective delay depends on $E/p$ and can exceed $V_i$, particularly at the high reduced field of the low product, where the shift is then larger.

\paragraph{Form of the ionization fit.}
Another form used for noble gases is $\alpha/p=C\exp(-D\sqrt{p/E})$. The condition is then $Cx\,e^{-D\sqrt{x/V}}=L$. Take the positive square root and set $v=-(D/2)\sqrt{x/V}$, so that $\sqrt x=-2\sqrt V\,v/D$:
\begin{equation}
v\,e^v=-\frac D2\sqrt{\frac{L}{CV}},\qquad
x=\frac{4V}{D^2}\,v^2 .
\end{equation}
The Lambert function again supplies two values of $v$ if the argument exceeds $-1/e$, that is, if $V>e^2D^2L/(4C)$. Rough argon values $C=29\,/(\mathrm{cm\,Torr})$ and $D=27~(\mathrm{V/(cm\,Torr)})^{1/2}$, with the same $\gamma$, give a minimum of 214 V and products of 0.78 and 1.89 Torr cm at 225 V. These differ by $+21\%$ and $-12\%$ from the first fit, but the shifts depend strongly on the rounding of $D$, because the minimum scales as $D^2$ and 225 V lies close to it. With $D=26.5$ the minimum is 206 V and the products are 0.69 and 2.24 Torr cm; with $D=27.5$ they are 222 V, 0.95 and 1.48 Torr cm. With two-digit constants the comparison therefore neither measures the difference between the two forms nor decides which is better.

\paragraph{Gas temperature.}
If $A$ and $B$ refer to 293 K and the gas is at 400 K, equal number density requires a pressure higher by the factor $400/293=1.37$. The two pressures become 1.76 and 5.88 Torr.

\paragraph{Sideways diffusion.}
In a gap of radius $R$ with an absorbing edge, the slowest radial mode decays at the rate $D_T(2.405/R)^2$, where $D_T$ is the transverse diffusion coefficient. Dividing by the drift speed $\mu E$, with $\mu$ the mobility, gives the loss per unit length,
\begin{equation}
\frac{D_T/\mu}{E}\left(\frac{2.405}{R}\right)^2 .
\end{equation}
For $R=5$ cm, a rough $D_T/\mu=5$ V and $E=450$ V/cm, this is 0.0026 per cm. At breakdown $\alpha=L/d=9.23$ per cm, so the loss is a fraction $2.8\times10^{-4}$ of the growth.

\paragraph{Field emission.}
A triangular barrier of height $\phi$ in a surface field $F$ has the semiclassical tunnelling exponent
\begin{equation}
-\frac2\hbar\int_0^{\phi/(eF)}\!\!\sqrt{2m(\phi-eFz)}\,dz
=-\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar F},
\end{equation}
where $e$ is here the elementary charge and $m$ the electron mass. For $\phi=4.5$ eV and a surface field 100 times the mean field, it is about $-14\,000$. Field emission is negligible in this gap.

\subsection{Comparison with process equipment}

Sputtering can be run at far lower pressures, roughly from a few mTorr to 0.1 Torr, with gaps of several centimetres. The example's pressures are high for that use. Scaling at fixed $V$ and $pd$ moves them to 0.13 and 0.43 Torr for a 5 cm gap. If the radius stays at 5 cm, however, the diffusion share grows as $d^2$, to about 3\%, because the field and $\alpha$ both fall tenfold. This acts like a 3\% larger $L$ and moves the low and high products by about $+6\%$ and $-4\%$. With a gap as large as the radius, the uniform field is also a poor assumption near the edge. The yield 0.01 is at the low end of a rough range 0.01 to 0.1 for metals in argon. Real cathodes break the assumption of a known, constant $\gamma$, since oxide, adsorbed gas and ion energy alter it; a factor of two moves the products by 20 to 45\% here. Magnetrons also break the assumption that electrons drift along the electric field, because a magnetic field bends their paths, so these products should not be used to set their ignition pressure. For an unmagnetized plane gap whose yield varies little with $E/p$, a working point meant to ignite is best placed near $V/B$, with enough overvoltage to cover the uncertainty in $L$. A yield that rises with $E/p$ moves the strongest feedback to a lower product: in the argon example, $\gamma=0.01\,(E/p)/B$ moves it from 1.25 to about 1.02 Torr cm. A point meant to stay dark needs a margin outside the interval along every field path. Checking the shortest and the longest is not enough: if one lies below the interval and the other above it, a path of intermediate length can lie inside.

\section*{Computed values}
\begin{verbatim}
A = 12 /(cm Torr), B = 180 V/(cm Torr), gamma = 0.01
gap = 0.5 cm, voltage = 225 V
L = ln(1+1/gamma) = 4.6151
L/A (left asymptote) = 0.3846 Torr cm
x_min = 1.0454 Torr cm, V_min = 188.18 V
V/V_min = 1.1957
Lambert argument = -0.30767
W_0 = -0.51487, W_-1 = -1.72247
pd: low 0.6436, high 2.1531 Torr cm
pressure: low 1.287, high 4.306 Torr
pressure: low 171.6, high 574.1 Pa
E/p: low 349.6, high 104.5 V/(cm Torr)
rough fit range 100 to 600 V/(cm Torr)
logarithmic mean of pd = 1.2500 Torr cm
pd of strongest growth V/B = 1.2500 Torr cm
alpha d there = 5.5182, feedback = 2.482
feedback at half the low pd = 0.1879
feedback at twice the high pd = 0.0420
dln(pd)/dlnV: low -1.061, high 2.384 (no unit)
dln(pd)/dlnL: low 2.061, high -1.384 (no unit)
table: V (V), W_0, W_-1, low pd, high pd (Torr cm), E/p low, high pd
   190  -0.86753  -1.14532   0.9157   1.2089    207.5   157.2
   225  -0.51487  -1.72247   0.6436   2.1531    349.6   104.5
   300  -0.31675  -2.29877   0.5279   3.8313    568.3    78.3
   500  -0.16296  -3.11272   0.4527   8.6464   1104.6    57.8
  1000  -0.07459  -4.07532   0.4144  22.6406   2413.3    44.2
neglected effects at the example voltage:
pd, gamma halved: low 0.9300, high 1.6362 Torr cm
pd, gamma doubled: low 0.4817, high 2.5790 Torr cm
V_min, gamma halved = 216.24 V
ionization threshold 16 V, V_ion/V = 0.0711
pd, ionization delay: low 0.7612, high 1.9133 Torr cm
threshold voltage with delay = 204.18 V
other fit: C = 29 /(cm Torr), D = 27 (V/(cm Torr))^0.5
pd, other fit: low 0.7808, high 1.8896 Torr cm
V_min, other fit = 214.31 V
pressure at 400 K, not 293 K: low 1.757, high 5.879 Torr
field = 450 V/cm, alpha at onset = 9.230 /cm
radius 5 cm, D_T/mobility 5 V
diffusion loss = 0.00257 /cm, share of alpha = 2.78e-04
work function 4.5 eV, field factor 100
field-emission exponent = -14491
made-up gamma(E/p): 0.001 to 0.3, middle 500 V/(cm Torr), power 20
at 300 V: 4 products (Torr cm): 0.1323, 0.7713, 1.1427, 2.3299
same voltage, constant gamma 0.001: 2 products
\end{verbatim}
